# Why long light pulses raise defect density by d^(-1/3): test program

```python
# Result under test: if dN/dt = k G^2 / N^2, long square light pulses of duty
# cycle d give N_pulsed / N_continuous -> d^(-1/3) at equal average generation
# and equal total time, once the initial density N0 has become unimportant.
# N: defect density; G: generation rate; n, p: electron and hole densities
# (shallow-trapped carriers included); A_n, A_p: effective capture coefficients;
# c: defect creation coefficient in dN/dt = c n p; k = c / (A_n A_p).
import numpy as np
from scipy.constants import e as charge, k as boltzmann
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq


def cube_law(initial, k, average, time, duty):
    return (initial**3 + 3 * k * average**2 * time / duty) ** (1 / 3)


def creation_gain(duty, period, tau_n, tau_p):
    """Period average of n p relative to continuous light, at fixed N."""
    width = duty * period

    def loss(tau):
        return (tau / width * -np.expm1(-width / tau)
                * np.expm1(-(period - width) / tau) / np.expm1(-period / tau))

    return (1 - (tau_n * loss(tau_n) + tau_p * loss(tau_p))
            / (tau_n + tau_p)) / duty


# --- Test: full carrier and defect kinetics, no quasi-steady assumption -------
def full_kinetics(duty, periods=20):
    a_n, a_p, k = 4000.0, 2000.0, 0.05      # scaled units, period = 1
    state = np.array([0.0, 0.0, 0.2])
    for _ in range(periods):
        for length, light in ((duty, 1 / duty), (1 - duty, 0.0)):
            if length <= 0:
                continue

            def rates(t, y):
                n, p, defects = y
                return [light - a_n * n * defects, light - a_p * p * defects,
                        k * a_n * a_p * n * p]

            run = solve_ivp(rates, (0, length), state, method="LSODA",
                            rtol=1e-8, atol=[1e-12, 1e-12, 1e-10])
            assert run.success
            state = run.y[:, -1]
    return state[2]


continuous_full = full_kinetics(1.0)
full_ratios = {}
for duty in (0.5, 0.2, 0.1):
    full_ratios[duty] = full_kinetics(duty) / continuous_full
    # tolerance covers the finite carrier lifetimes and the small N0
    assert abs(full_ratios[duty] * duty ** (1 / 3) - 1) < 5e-3

# --- Test: cube law through explicit pulses with an appreciable N0 ------------
density = 1.0
for _ in range(30):
    run = solve_ivp(lambda t, y: 0.02 * 4.0**2 / y**2, (0, 0.25), [density],
                    rtol=1e-10, atol=1e-12)
    density = run.y[0, -1]
assert abs(density / cube_law(1.0, 0.02, 1.0, 30.0, 0.25) - 1) < 1e-7


# --- Test: finite-pulse gain against time integration -------------------------
def integrated_gain(duty, period, tau_n, tau_p):
    state = np.zeros(3)
    for _ in range(int(np.ceil(40 / period)) + 1):
        state[2] = 0.0                      # keeps the last period's integral
        for length, light in ((duty * period, 1 / duty),
                              ((1 - duty) * period, 0.0)):
            run = solve_ivp(lambda t, y: [light - y[0] / tau_n,
                                          light - y[1] / tau_p, y[0] * y[1]],
                            (0, length), state, rtol=1e-8, atol=1e-10)
            state = run.y[:, -1].copy()
    return state[2] / (period * tau_n * tau_p)


scaled_gains = {}
for period in (0.5, 5.0, 100.0):
    scaled_gains[period] = integrated_gain(0.2, period, 1.0, 2.0)
    assert abs(scaled_gains[period]
               / creation_gain(0.2, period, 1.0, 2.0) - 1) < 1e-5
assert scaled_gains[0.5] < 1.05             # short pulses: almost no gain
assert abs(creation_gain(0.2, 1e5, 1.0, 2.0) * 0.2 - 1) < 1e-3

# --- Worked example: rough parameters of hydrogenated amorphous silicon -------
average_g = 2e21          # cm^-3 s^-1
initial_n = 1e16          # cm^-3
exposure = 1e5            # s
capture_n = 4e-9          # cm^3/s
capture_p = 2e-9          # cm^3/s
creation_c = 8e-16        # cm^3/s
duty = 0.1
pulse_width = 1e-3        # s
period = pulse_width / duty
k_defect = creation_c / (capture_n * capture_p)
peak_g = average_g / duty

# Parameters of the neglected effects (rough sizes)
saturation = 2e17         # cm^-3
tail_b = 1e-9             # cm^3/s, direct tail-to-tail recombination
anneal_energy = 1.1       # eV
anneal_prefactor = 1e10   # s^-1
slow_response = 1e-5      # s
thickness = 300e-7        # cm
absorption = 3e3          # cm^-1
photon_energy = 1.8       # eV
effusivity = 0.15         # W s^0.5 cm^-2 K^-1, glass substrate


def tail_limited_rate(light, defects, tail):
    """Generation rate left for recombination at defects."""
    beta = tail / (capture_n * capture_p * defects**2)
    return 2 * light / (1 + np.sqrt(1 + 4 * beta * light))


def final_density(duty, time=exposure, limit=np.inf, anneal=0.0, tail=0.0):
    def rate(t, y):
        defects = y[0] * 1e16
        left = tail_limited_rate(average_g / duty, defects, tail)
        created = duty * k_defect * left**2 / defects**2
        return [(created * (1 - defects / limit)
                 - anneal * (defects - initial_n)) / 1e16]

    run = solve_ivp(rate, (0, time), [initial_n / 1e16], method="LSODA",
                    rtol=1e-9, atol=1e-11)
    assert run.success
    return run.y[0, -1] * 1e16


def anneal_rate(kelvin):
    return anneal_prefactor * np.exp(-anneal_energy * charge
                                     / (boltzmann * kelvin))


n_cw = cube_law(initial_n, k_defect, average_g, exposure, 1.0)
n_pulsed = cube_law(initial_n, k_defect, average_g, exposure, duty)
assert abs(final_density(1.0) / n_cw - 1) < 1e-6
assert abs(final_density(duty) / n_pulsed - 1) < 1e-6
catch_up = exposure / duty
assert abs(final_density(1.0, time=catch_up) / n_pulsed - 1) < 1e-6

# --- Test: tail correction against a root of the carrier balance --------------
electron = brentq(lambda n: capture_n * n * initial_n
                  + tail_b * n * (capture_n * n / capture_p) - peak_g,
                  0, 1e18, xtol=1e3, rtol=1e-12)
direct_creation = creation_c * electron * (capture_n * electron / capture_p)
left_start = tail_limited_rate(peak_g, initial_n, tail_b)
assert abs(direct_creation / (k_defect * left_start**2 / initial_n**2) - 1) < 1e-8

# --- Test: surface heating 2 q sqrt(t/pi)/effusivity, scaled heat equation ----
points, step = 200, 0.04
matrix = (np.diag(-2 * np.ones(points)) + np.diag(np.ones(points - 1), 1)
          + np.diag(np.ones(points - 1), -1))
matrix[0, 1] = 2.0
matrix /= step**2
source = np.zeros(points)
source[0] = 2 / step
surface = np.linalg.solve(matrix, (expm(matrix) - np.eye(points)) @ source)[0]
assert abs(surface / (2 / np.sqrt(np.pi)) - 1) < 2e-3   # grid error

heat_flux = peak_g * thickness * photon_energy * charge
pulse_heating = 2 * heat_flux * np.sqrt(pulse_width / np.pi) / effusivity
tau_n = 1 / (capture_n * initial_n)
tau_p = 1 / (capture_p * initial_n)
peak_n, peak_p = peak_g * tau_n, peak_g * tau_p
back_density = cube_law(initial_n, k_defect,
                        average_g * np.exp(-absorption * thickness), exposure, 1)

print("SCALED TESTS")
for d, ratio in full_ratios.items():
    print(f"full kinetics, d={d}: ratio {ratio:.4f}, d^(-1/3) {d**(-1/3):.4f}")
for length, gain in scaled_gains.items():
    print(f"d=0.2, tau_n=1, tau_p=2, period={length}: rate gain {gain:.4f}")
print("EXAMPLE INPUTS")
print(f"average generation {average_g:.1e} cm^-3 s^-1")
print(f"initial defect density {initial_n:.1e} cm^-3")
print(f"exposure {exposure:.1e} s; duty cycle {duty}")
print(f"pulse width {pulse_width*1e3:.1f} ms; period {period*1e3:.1f} ms")
print(f"A_n {capture_n:.1e}, A_p {capture_p:.1e}, c {creation_c:.1e} cm^3/s")
print("EXAMPLE RESULTS")
print(f"k {k_defect:.1f} cm^-3 s; peak generation {peak_g:.1e} cm^-3 s^-1")
print(f"3 k Ga^2 t {3*k_defect*average_g**2*exposure:.3e} cm^-9")
print(f"initial density cubed {initial_n**3:.3e} cm^-9")
print(f"continuous light: N {n_cw:.3e} cm^-3")
for d in (0.5, 0.2, 0.1):
    value = cube_law(initial_n, k_defect, average_g, exposure, d)
    print(f"pulsed d={d}: N {value:.3e} cm^-3, ratio {value/n_cw:.4f}")
print(f"continuous time to reach pulsed N at d={duty}: {catch_up:.1e} s")
print("NEGLECTED EFFECTS, d=0.1")
print(f"saturation density {saturation:.1e} cm^-3; B {tail_b:.1e} cm^3/s")
print(f"annealing: {anneal_energy} eV, prefactor {anneal_prefactor:.1e} s^-1")
for kelvin in (320, 350):
    print(f"annealing rate at {kelvin} K: {anneal_rate(kelvin):.2e} s^-1")
cases = (("saturation", dict(limit=saturation)),
         ("annealing 320 K", dict(anneal=anneal_rate(320))),
         ("annealing 350 K", dict(anneal=anneal_rate(350))),
         ("tail recombination", dict(tail=tail_b)),
         ("all, 320 K", dict(limit=saturation, anneal=anneal_rate(320),
                             tail=tail_b)))
for label, options in cases:
    steady, pulsed = final_density(1.0, **options), final_density(duty, **options)
    print(f"{label}: cw {steady:.3e}, pulsed {pulsed:.3e} cm^-3, "
          f"ratio {pulsed/steady:.4f}")
print(f"lifetimes at N0: tau_n {tau_n*1e9:.1f} ns, tau_p {tau_p*1e9:.1f} ns")
print(f"peak n {peak_n:.2e}, p {peak_p:.2e} cm^-3 at N0")
print(f"charge imbalance |p-n|/N0 at peak {100*abs(peak_p-peak_n)/initial_n:.1f} %")
print(f"tail share of recombination at N0, peak {100*(1-left_start/peak_g):.2f} %")
for label, t_n, t_p in (("lifetimes at N0", tau_n, tau_p),
                        ("slow response 10 us", slow_response, slow_response)):
    deficit = 1 - duty * creation_gain(duty, period, t_n, t_p)
    print(f"{label}: rate gain below 1/d by {100*deficit:.4f} %")
print(f"film {thickness*1e7:.0f} nm, absorption {absorption:.1e} cm^-1, "
      f"photon {photon_energy} eV")
print(f"front-to-back fall of N, continuous {100*(1-back_density/n_cw):.1f} %")
print(f"glass effusivity {effusivity} W s^0.5 cm^-2 K^-1")
print(f"absorbed peak flux {heat_flux:.3f} W/cm^2; "
      f"heating in one pulse {pulse_heating:.3f} K")
print("all good")
```

Output:

```
SCALED TESTS
full kinetics, d=0.5: ratio 1.2591, d^(-1/3) 1.2599
full kinetics, d=0.2: ratio 1.7082, d^(-1/3) 1.7100
full kinetics, d=0.1: ratio 2.1516, d^(-1/3) 2.1544
d=0.2, tau_n=1, tau_p=2, period=0.5: rate gain 1.0066
d=0.2, tau_n=1, tau_p=2, period=5.0: rate gain 1.4878
d=0.2, tau_n=1, tau_p=2, period=100.0: rate gain 4.5833
EXAMPLE INPUTS
average generation 2.0e+21 cm^-3 s^-1
initial defect density 1.0e+16 cm^-3
exposure 1.0e+05 s; duty cycle 0.1
pulse width 1.0 ms; period 10.0 ms
A_n 4.0e-09, A_p 2.0e-09, c 8.0e-16 cm^3/s
EXAMPLE RESULTS
k 100.0 cm^-3 s; peak generation 2.0e+22 cm^-3 s^-1
3 k Ga^2 t 1.200e+50 cm^-9
initial density cubed 1.000e+48 cm^-9
continuous light: N 4.946e+16 cm^-3
pulsed d=0.5: N 6.223e+16 cm^-3, ratio 1.2582
pulsed d=0.2: N 8.439e+16 cm^-3, ratio 1.7062
pulsed d=0.1: N 1.063e+17 cm^-3, ratio 2.1491
continuous time to reach pulsed N at d=0.1: 1.0e+06 s
NEGLECTED EFFECTS, d=0.1
saturation density 2.0e+17 cm^-3; B 1.0e-09 cm^3/s
annealing: 1.1 eV, prefactor 1.0e+10 s^-1
annealing rate at 320 K: 4.74e-08 s^-1
annealing rate at 350 K: 1.45e-06 s^-1
saturation: cw 4.637e+16, pulsed 9.182e+16 cm^-3, ratio 1.9802
annealing 320 K: cw 4.937e+16, pulsed 1.061e+17 cm^-3, ratio 2.1484
annealing 350 K: cw 4.689e+16, pulsed 9.991e+16 cm^-3, ratio 2.1306
tail recombination: cw 4.945e+16, pulsed 1.063e+17 cm^-3, ratio 2.1486
all, 320 K: cw 4.628e+16, pulsed 9.160e+16 cm^-3, ratio 1.9793
lifetimes at N0: tau_n 25.0 ns, tau_p 50.0 ns
peak n 5.00e+14, p 1.00e+15 cm^-3 at N0
charge imbalance |p-n|/N0 at peak 5.0 %
tail share of recombination at N0, peak 2.38 %
lifetimes at N0: rate gain below 1/d by 0.0042 %
slow response 10 us: rate gain below 1/d by 1.0000 %
film 300 nm, absorption 3.0e+03 cm^-1, photon 1.8 eV
front-to-back fall of N, continuous 5.8 %
glass effusivity 0.15 W s^0.5 cm^-2 K^-1
absorbed peak flux 0.173 W/cm^2; heating in one pulse 0.041 K
all good
```
